# Four-component spin-spin coupling and its nonrelativistic Ramsey terms

## Spin-spin coupling as one relativistic response

### Result and conventions

In a closed-shell molecule, the indirect coupling of nuclear dipoles $K\neq L$ is carried by the electrons. In a four-component model whose potential is local and has no spin, current or exchange response (specified below), it is one linear response,

$$K_{uv}=2\,\mathrm{Re}\sum_i\sum_n\frac{\langle i|c\,\boldsymbol\alpha\cdot\mathbf a_{Ku}|n\rangle\langle n|c\,\boldsymbol\alpha\cdot\mathbf a_{Lv}|i\rangle}{\varepsilon_i-\varepsilon_n}, \tag{1}$$

where $i$ runs over occupied spinors and $n$ over all unoccupied ones, negative-energy states included. At large $c$ it becomes

$$K_{uv}\to K^{FC}_{uv}+K^{SD}_{uv}+K^{FC/SD}_{uv}+K^{PSO}_{uv}+K^{DSO}_{uv}. \tag{2}$$

These are the Ramsey terms: Fermi contact, spin-dipolar, their cross term, paramagnetic spin-orbit and diamagnetic spin-orbit. The cross term has zero trace, so four mechanisms remain in the isotropic coupling.

Atomic units in their SI form are used: the electron has charge $-1$ and $\mu_0/4\pi=\alpha^2$, with $\alpha$ the fine-structure constant. With $\mathbf r_K$ measured from nucleus $K$, a point dipole $\gamma_K\mathbf I_K$ has the vector potential

$$\mathbf A_K=\sum_u\lambda_{Ku}\mathbf a_{Ku},\quad \lambda_{Ku}=\alpha^2\gamma_KI_{Ku},\quad \mathbf a_{Ku}=\frac{\mathbf e_u\times\mathbf r_K}{r_K^3}. \tag{3}$$

The reduced tensor is $K_{uv}=\partial^2E/\partial\lambda_{Ku}\partial\lambda_{Lv}$ at zero field. Writing the isotropic coupling energy as $hJ\,\mathbf I_K\cdot\mathbf I_L$ gives

$$J=\frac{E_h}{h}\,\alpha^4\gamma_K\gamma_L\,\frac{K_{xx}+K_{yy}+K_{zz}}{3}. \tag{4}$$

In the limit (2), $c$ grows in the electron Hamiltonian while the prefactor $\alpha^4$ in (4) keeps its physical value. Otherwise the whole coupling would vanish with the magnetic interaction itself.

The electrons move in a local potential $V$ that is either fixed or depends on the charge density alone, as in the Dirac-Hartree model or a Dirac-Kohn-Sham model without spin or current dependence. Exchange response and electron correlation beyond such a model are not treated.

### The response function

With the rest energy subtracted, minimal coupling gives

$$h=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A_K+\mathbf A_L)+(\beta-1)c^2+V. \tag{5}$$

This is linear in the fields. There is no operator containing $\lambda_K\lambda_L$, and hence no expectation-value term in the second derivative. Call the zero-field operator $h_0$ and write $h_{Ku}=c\,\boldsymbol\alpha\cdot\mathbf a_{Ku}$.

Let $P=\sum_i|i\rangle\langle i|$ project on the occupied spinors. The energy is stationary with respect to them, so

$$\frac{\partial E}{\partial\lambda_{Lv}}=\mathrm{Tr}(h_{Lv}P),\qquad K_{uv}=\mathrm{Tr}(h_{Lv}\,\delta P), \tag{6}$$

where $\delta P=\partial P/\partial\lambda_{Ku}$. Differentiating $P^2=P$ gives $\delta P\,P+P\,\delta P=\delta P$. Multiplication by $P$ from both sides then gives $P\,\delta P\,P=0$, and the same argument with $1-P$ removes the unoccupied block. Only elements between occupied and unoccupied spinors remain, even when occupied levels are degenerate.

Suppose first that $V$ does not respond. Since $P$ commutes with $h$ at every field strength, first order gives

$$[h_0,\delta P]+[h_{Ku},P]=0. \tag{7}$$

Its element between unoccupied $n$ and occupied $i$ is $(\varepsilon_n-\varepsilon_i)\langle n|\delta P|i\rangle+\langle n|h_{Ku}|i\rangle=0$, so

$$\langle n|\delta P|i\rangle=\frac{\langle n|h_{Ku}|i\rangle}{\varepsilon_i-\varepsilon_n}. \tag{8}$$

Inserting (8) and its Hermitian conjugate in (6) gives $2\,\mathrm{Re}\sum\langle i|h_{Lv}|n\rangle\langle n|h_{Ku}|i\rangle/(\varepsilon_i-\varepsilon_n)$. Complex conjugation inside the real part turns this into (1).

**Why the potential does not respond.** Time reversal $\Theta$ leaves $h_0$ and the closed-shell $P$ unchanged but reverses $\boldsymbol\alpha$, so $\Theta h_{Ku}\Theta^{-1}=-h_{Ku}$. Equation (7) is linear, hence $\Theta\,\delta P\,\Theta^{-1}=-\delta P$. The charge-density operator $\hat n(\mathbf r)$ is even. Because $\Theta$ is antiunitary,

$$\mathrm{Tr}(\hat n\,\delta P)=\left[\mathrm{Tr}(\Theta\hat n\,\delta P\,\Theta^{-1})\right]^*=-\left[\mathrm{Tr}(\hat n\,\delta P)\right]^*. \tag{9}$$

The trace is real and therefore zero. The first-order change $\delta V=0$ is thus self-consistent, and it is the unique solution if the charge response has no singular mode. An exchange operator is different: it depends on the whole of $P$, and $\delta P$ itself is not zero.

**The negative-energy states.** They count as unoccupied in (1). A filled negative-energy sea gives the same electronic contribution in a fixed potential. Adding an electron in $i$ blocks the sea transitions $n\to i$. Removing their second-order energy, with denominator $\varepsilon_n-\varepsilon_i$, adds the same matrix elements with denominator $\varepsilon_i-\varepsilon_n$. The polarization of the empty vacuum is left out.

### The limit of large $c$

Write $s=\boldsymbol\sigma\cdot\mathbf p$ and $S_K=\boldsymbol\sigma\cdot\mathbf a_{Ku}$, with $S_L$ defined likewise for component $v$. Split an occupied spinor into upper and lower parts, $(\varphi,\chi)$. The lower row of the Dirac equation is $cs\varphi+(V-\varepsilon-2c^2)\chi=0$. Where $|V-\varepsilon|\ll2c^2$,

$$\chi=\frac{s\varphi}{2c}+O(c^{-3}). \tag{10}$$

Since $s^2=p^2$, the upper row becomes $(p^2/2+V-\varepsilon)\varphi=0$.

The first-order spinor $(f,g)=\delta P|i\rangle$ satisfies, by (8),

$$(h_0-\varepsilon)\binom fg=-(1-P)\,h_{Ku}\binom\varphi\chi. \tag{11}$$

Let $M_{ji}=\langle j|h_{Ku}|i\rangle$ for occupied $j$. The two rows are

$$(V-\varepsilon)f+csg=-cS_K\chi+\sum_j\varphi_jM_{ji}, \tag{12}$$

$$csf+(V-\varepsilon-2c^2)g=-cS_K\varphi+\sum_j\chi_jM_{ji}. \tag{13}$$

By (10), $M_{ji}$ tends to a number independent of $c$:

$$M_{ji}\to\langle\varphi_j|k_K|\varphi_i\rangle,\qquad k_K=\tfrac12(sS_K+S_Ks). \tag{14}$$

The last sum in (13) is of order $c^{-1}$, against terms of order $c$, and $(V-\varepsilon)g$ is smaller than $2c^2g$ by the same factor $c^{-2}$. At leading order

$$g=\frac{sf+S_K\varphi}{2c}. \tag{15}$$

The second term in (15) is the magnetic part of the small component: the lower part follows $\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)$, not $\boldsymbol\sigma\cdot\mathbf p$ alone. Inserting (10) and (15) in (12) gives

$$(V-\varepsilon)f+\tfrac12s^2f+\tfrac12sS_K\varphi=-\tfrac12S_Ks\varphi+\sum_j\varphi_jM_{ji}.$$

Moving the field term to the right yields the ordinary first-order equation

$$\left(\frac{p^2}{2}+V-\varepsilon\right)f=-(1-P_0)\,k_K\varphi, \tag{16}$$

with $P_0$ the projector on the occupied two-component orbitals.

The response (6) is $2\,\mathrm{Re}\sum_i\langle i|h_{Lv}|\delta P|i\rangle$. Its blocks give

$$\begin{aligned}K_{uv}&=2c\,\mathrm{Re}\sum_i\left[\langle\varphi|S_L|g\rangle+\langle\chi|S_L|f\rangle\right]\\&\to\mathrm{Re}\sum_i\left[\langle\varphi|S_LS_K|\varphi\rangle+\langle\varphi|S_Ls+sS_L|f\rangle\right].\end{aligned} \tag{17}$$

The last operator is $2k_L$. Furthermore, $S_LS_K=\mathbf a_L\cdot\mathbf a_K+i\boldsymbol\sigma\cdot(\mathbf a_L\times\mathbf a_K)$. The expectation value of $\boldsymbol\sigma\cdot(\mathbf a_L\times\mathbf a_K)$ is real, so the factor $i$ removes it from the real part. Solving (16) by a sum over unoccupied nonrelativistic spin orbitals $a$ gives

$$K_{uv}\to\sum_i\langle i|\mathbf a_{Ku}\cdot\mathbf a_{Lv}|i\rangle+2\,\mathrm{Re}\sum_{i,a}\frac{\langle i|k_L|a\rangle\langle a|k_K|i\rangle}{\varepsilon_i-\varepsilon_a}. \tag{18}$$

An expectation value has appeared although (5) has no quadratic operator.

### Where the diamagnetic term comes from

A negative-energy state has a dominant lower part $\eta$ and energy near $-2c^2$. Its upper row gives the other part as $-s\eta/(2c)$ at leading order, so

$$\langle n|h_{Ku}|i\rangle=c\,\langle\eta_n|S_K|\varphi_i\rangle+O(c^{-1}). \tag{19}$$

The denominator tends to $+2c^2$. The two factors of $c$ in the numerator cancel it, which is why these distant states survive the limit. At leading order the functions $\eta_n$ are complete in the lower space, and their part of (1) is

$$2\,\mathrm{Re}\sum_{i,n}\frac{c^2\langle\varphi_i|S_L|\eta_n\rangle\langle\eta_n|S_K|\varphi_i\rangle}{2c^2}=\sum_i\langle i|\mathbf a_{Ku}\cdot\mathbf a_{Lv}|i\rangle. \tag{20}$$

This is the first term of (18). The positive-energy states therefore supply the second.

### Contact, dipolar and orbital operators

For one nucleus, the identity $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$ gives

$$sS+Ss=\mathbf p\cdot\mathbf a+\mathbf a\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf a+\mathbf a\times\mathbf p). \tag{21}$$

Since $\nabla\cdot\mathbf a=0$, the first two terms are equal. Acting on a function, $\mathbf p\times\mathbf a$ differentiates both the field and the function. The part that differentiates the function is $-\mathbf a\times\mathbf p$, so the bracket leaves $-i\nabla\times\mathbf a$. With $\mathbf b_u=\nabla\times\mathbf a_u$,

$$k_u=\mathbf a_u\cdot\mathbf p+\tfrac12\boldsymbol\sigma\cdot\mathbf b_u=\frac{l_u}{r^3}+\tfrac12\boldsymbol\sigma\cdot\mathbf b_u, \tag{22}$$

because $(\mathbf e_u\times\mathbf r)\cdot\mathbf p=\mathbf e_u\cdot(\mathbf r\times\mathbf p)$. Here $\mathbf l$ is the angular momentum about the nucleus concerned.

To find $\mathbf b_u$, write $\mathbf a_u=\nabla\times(\mathbf e_u/r)$. The curl of a curl gives

$$\mathbf b_u=\nabla\partial_u\frac1r-\mathbf e_u\nabla^2\frac1r=\nabla\partial_u\frac1r+4\pi\delta(\mathbf r)\,\mathbf e_u. \tag{23}$$

Away from the origin, $\partial_j\partial_u(1/r)=(3r_jr_u-\delta_{ju}r^2)/r^5\equiv d_{uj}$. Its angular average is zero. The integral of $\partial_j\partial_u(1/r)$ over a small sphere is, by the divergence theorem, $-\oint n_jn_u\,d\Omega=-4\pi\delta_{ju}/3$. There is thus a point term as well, and

$$b_{uj}=\left(4\pi-\frac{4\pi}{3}\right)\delta_{uj}\delta(\mathbf r)+d_{uj}=\frac{8\pi}{3}\delta_{uj}\delta(\mathbf r)+d_{uj}, \tag{24}$$

with the angular integral of $d_{uj}$ taken first near the nucleus. The Dirac interaction contains no delta function; the contact operator arises when $\boldsymbol\sigma\cdot\mathbf p$ from the small component acts on the singular vector potential.

### The separate terms

Let $m$ be doubly occupied real spatial orbitals and $a$ now empty real spatial ones. The spin sums are $\mathrm{tr}\,1=2$, $\mathrm{tr}\,\sigma_j=0$ and $\mathrm{tr}\,\sigma_j\sigma_k=2\delta_{jk}$. The vanishing trace removes the products of spin and orbital operators. For two spin operators the factors are $2\times\frac14\times2=1$:

$$K^{spin}_{uv}=\sum_{m,a}\sum_j\frac{\langle m|b_{Ku,j}|a\rangle\langle a|b_{Lv,j}|m\rangle}{\varepsilon_m-\varepsilon_a}. \tag{25}$$

Using (24) for both nuclei gives the contact term

$$K^{FC}_{uv}=\left(\frac{8\pi}{3}\right)^2\delta_{uv}\sum_{m,a}\frac{\varphi_m(K)\varphi_a(K)\,\varphi_a(L)\varphi_m(L)}{\varepsilon_m-\varepsilon_a}, \tag{26}$$

where $K$ and $L$ as arguments denote the nuclear positions. Replacing both $b$ by $d$ in (25) gives $K^{SD}$. The mixed products contain one $d$ with indices $uv$; their trace vanishes because $\sum_ud_{uu}=0$.

For two orbital operators the factor is $2\times2=4$, and the expectation value in (18) has a spin factor 2:

$$K^{PSO}_{uv}=4\,\mathrm{Re}\sum_{m,a}\frac{\langle m|l_{Ku}r_K^{-3}|a\rangle\langle a|l_{Lv}r_L^{-3}|m\rangle}{\varepsilon_m-\varepsilon_a}, \tag{27}$$

$$K^{DSO}_{uv}=2\sum_m\left\langle m\left|\frac{\delta_{uv}\,\mathbf r_K\cdot\mathbf r_L-r_{K,v}\,r_{L,u}}{r_K^3r_L^3}\right|m\right\rangle. \tag{28}$$

The numerator of (28) is $(\mathbf e_u\times\mathbf r_K)\cdot(\mathbf e_v\times\mathbf r_L)$ written out. This completes (2).

### Conditions on the nuclei and the basis

The nuclei must be distinct. If $K=L$, high-momentum states in (26) contribute roughly $\int k^2dk/k^2$, which diverges linearly. For separate nuclei the phase $e^{i\mathbf k\cdot\mathbf R}$ makes the corresponding integral finite.

Equation (10) also fails within about $Z/(2c^2)$ of a point charge $Z$, where $|V|$ reaches $2c^2$. The expansion is therefore not uniform in space, and its leading term is useful when $Z/c$ is small. Little charge in this region is not enough. For a 1s electron around a single charge $Z=50$, the region holds only about 0.06% of the electron, yet the contact interaction is already 25% above its nonrelativistic value.

In a finite basis, let $\Pi$ project on the small-component space. Elimination of the lower row replaces $sS_K$ by $s\Pi S_K$ and $S_LS_K$ by $S_L\Pi S_K$. If the small space contains $\boldsymbol\sigma\cdot\mathbf p$ acting on every large function, then $\Pi s=s$ there, and $k_K$ is unchanged. The FC, SD and PSO terms then have the correct limit within the large basis. The diamagnetic term becomes $\mathrm{Re}\sum_i\langle\varphi_i|S_L\Pi S_K|\varphi_i\rangle$. Its error is $-\mathrm{Re}\sum_i\langle\varphi_i|S_L(1-\Pi)S_K|\varphi_i\rangle$, which measures how much of $\boldsymbol\sigma\cdot\mathbf a\,\varphi$ the small space misses. This function goes as $1/r^2$ at its own nucleus and is not square integrable, so no finite Gaussian set approximates it in norm; the exact DSO integral is finite only because the two singularities sit at different nuclei. The error therefore need not fall steadily as tight functions are added. In the example below its isotropic value is +0.016, −0.063, −0.024 and −0.017 Hz for 7, 10, 14 and 18 exponents.

### A two-centre example

Take two electrons without mutual repulsion in the field of charges $Z_K=1.2$ and $Z_L=1.0$, separated by 2 bohr along $z$. Both dipoles have the proton gyromagnetic ratio, $1.521\times10^{-3}$ a.u. This is a model, solved in a small Gaussian basis. It serves to compare (1) with the separate terms in the same basis, not to give a converged coupling. The prefactor in (4) is 43.166 Hz per a.u. of $K$.

The isotropic nonrelativistic terms are, in a.u.,

- FC: 8.5501
- SD: 0.0191
- PSO: 0.0824
- DSO: −0.0792

Their sum is 8.5724 a.u., or $43.166\times8.5724\approx370.04$ Hz. Contact coupling dominates. Its denominators are negative and the lowest orbital has no node, so its positive sign means that empty orbitals with opposite signs at the two nuclei outweigh the others in (26).

The tensor shows what the average hides. The cross term is 0.602 a.u. for $xx$ and −1.205 a.u. for $zz$; with $yy=xx$ its trace vanishes. The PSO $zz$ element is zero because $l_z$ gives zero on an orbital symmetric about the axis. For DSO, the $zz$ numerator in (28) is $x^2+y^2$, and the element is positive, 0.232 a.u. The $xx$ numerator is $y^2+z_Kz_L$, which can be negative only between the planes through the nuclei. That region prevails here and gives −0.235 a.u.

At the physical $c$, the positive-energy states contribute 8.6525 a.u. and the negative-energy states −0.0786 a.u. Their sum, 8.5739 a.u., gives $J=370.10$ Hz. Second differences of the energy in small dipole fields reproduce the $xx$ and $zz$ elements of (1) to better than $6\times10^{-5}$ relative. The largest elements of the first-order charge matrix are of order 1 a.u. for one spinor and below $10^{-10}$ a.u. for the Kramers pair, as (9) requires.

The positive-energy part exceeds FC + SD + PSO by $9.39\times10^{-4}$ a.u. at the physical $c$ and by $2.33\times10^{-4}$ a.u. at twice that value. The ratio is 4.035; the next doubling gives 4.009. In this basis the leading correction is thus of order $c^{-2}$. So clean a ratio does not hold in every basis: with the series of exponents continued to fourteen the two ratios are 4.5 and 8.2, and with eighteen they are 4.02 and 4.10. The excess of the ratio over 4 itself falls by about four, as a $c^{-4}$ correction would make it do. Extrapolated to infinite $c$, the positive-energy tensor agrees with the sum of the FC, SD, cross and PSO terms, with a largest element error of about $2\times10^{-7}$ a.u.

The extrapolated negative-energy part is −0.0789 a.u., against −0.0792 a.u. from spatial quadrature of (28). The largest error of an element is 0.0034 a.u., about 1.4% of the largest DSO element. This is the basis error described by $\Pi$, and it affects the apparent relativistic shift. The difference between 370.10 and 370.04 Hz is 0.068 Hz before rounding. Comparison with the large-$c$ limit in the same basis gives $(9.4+2.7)\times10^{-4}=1.2\times10^{-3}$ a.u., or 0.052 Hz. The remaining 0.016 Hz is the DSO basis error. These numbers, and $J$ itself, belong to this basis. Its tightest Gaussian, with exponent about 87 and width near 0.1 bohr, does not resolve the region $Z/(2c^2)\approx3\times10^{-5}$ bohr around a nucleus. Contact coupling also needs tight functions to describe the orbitals at the nuclei. Continuing the series of seven exponents, each three times the last, to fourteen raises FC to 9.87 a.u. and $J$ to about 427 Hz, or 15% more. Eighteen exponents give 9.90 a.u. and 428 Hz, and a denser series with added d and f functions also gives FC near 9.90 a.u. The relativistic shift is about 0.076 Hz with fourteen or eighteen exponents. The 370 Hz is therefore not the converged coupling of the model, nor is 0.052 Hz its complete-basis relativistic shift.

### Stronger nuclear charges

The results at smaller $c$ also describe stronger charges. Put $\mathbf r=\mathbf r'/q$ and $c=qc'$. Then $c\,\boldsymbol\alpha\cdot\mathbf p$, $c^2$ and the potential of charges $qZ$ all equal $q^2$ times their counterparts with $c'$ and charges $Z$. The operator $c\,\boldsymbol\alpha\cdot\mathbf a$ scales as $q^3$, so (1) gives

$$K(qZ_K,qZ_L,R/q;\,c)=q^4K(Z_K,Z_L,R;\,c/q). \tag{29}$$

In a finite basis the same scaling multiplies every Gaussian exponent by $q^2$. For $q=4$ and the basis scaled in this way, charges 4.8 and 4.0 at 0.5 bohr have $K=4^4\times8.592\approx2200$ a.u. at the physical $c$. The positive-energy part now differs from its nonrelativistic limit by $0.0167/8.652$, or 0.19%, compared with 0.011% for the original charges. These percentages also depend on the tight functions: with fourteen exponents they become 0.28% and 0.017%, and with eighteen 0.28% and 0.0175%. The numerical output lists the intermediate values of $c$.

## Values computed for the example and the checks

```
charges Z_K, Z_L: 1.2, 1.0; distance: 2.0 bohr
Gaussians: 38 large, 104 small (each times 2 spins)
speed of light c0: 137.035999 a.u.
proton gyromagnetic ratio: 1.521032e-03 a.u.
J/K conversion: 43.16614 Hz per a.u.
nonrelativistic orbital energy: -1.29226403 hartree
Dirac orbital energy at c0: -1.29227549 hartree
orbital density at K, L: 0.38641, 0.13184 bohr^-3
Nonrelativistic terms: xx, zz, isotropic (a.u.); isotropic (Hz)
  FC: 8.550138, 8.550138, 8.550138; 369.0764 Hz
  SD: 0.015165, 0.026830, 0.019054; 0.8225 Hz
  FC-SD cross: 0.602344, -1.204689, 0.000000; 0.0000 Hz
  PSO: 0.123595, -0.000000, 0.082396; 3.5567 Hz
  DSO quadrature: -0.234941, 0.232197, -0.079228; -3.4200 Hz
  sum: 9.056302, 7.604476, 8.572360; 370.0357 Hz
Four-component isotropic K (a.u.): c/c0, positive, negative, total
  0.25: 8.6682861, -0.0761132, 8.5921728
  0.50: 8.6554625, -0.0778816, 8.5775809
  1.00: 8.6525280, -0.0785904, 8.5739376
  2.00: 8.6518213, -0.0787942, 8.5730271
  4.00: 8.6516466, -0.0788471, 8.5727994
Positive part minus (FC+SD+PSO), isotropic (a.u.)
  c/c0 = 0.25: 1.6698e-02
  c/c0 = 0.50: 3.8740e-03
  c/c0 = 1.00: 9.3946e-04
  c/c0 = 2.00: 2.3280e-04
  c/c0 = 4.00: 5.8068e-05
ratio of deviations c0 to 2c0, 2c0 to 4c0: 4.0354, 4.0091
largest tensor error of extrapolated positive part: 2.0e-07 a.u.
extrapolated negative part xx, zz, isotropic: -0.232699, 0.228805, -0.078865 a.u.
largest tensor error of negative part: 3.4e-03 a.u.
response at c0, xx and zz: 9.059767, 7.602278 a.u.
finite field at c0, xx and zz: 9.059358, 7.601835 a.u.
J at c0, four-component: 370.1037 Hz
first-order charge matrix, one spinor: 1.107e+00 a.u.
first-order charge matrix, Kramers pair: 7.7e-11 a.u.
```
